# Implementing D3 dispersion: coordination numbers, C8 from moments, smooth gradients

## The decision: may C6 be frozen in the gradient?

A geometry optimisation with a D3 correction needs forces. The tempting shortcut is to update the dispersion coefficients at each geometry but differentiate the pair energies as if the coefficients were constants. For two hydrogen atoms 1.6 bohr apart, with the model parameters below, the derivative at constant coefficients is $0.17$ microhartree/bohr, while the part from the changing coefficients is $-514$. The shortcut gives forces that do not belong to the energy being minimised. The full gradient keeps the quadratic scaling of the pair energy if its terms are ordered properly.

Two further decisions concern how far to trust the $C_8$ coefficients, and where to cut off the sums. Hartree atomic units are used throughout.

## The scheme

The two-body energy with Becke–Johnson damping is

$$E=-\sum_{A<B}\left[\frac{s_6C_6^{AB}}{r^6+\ell^6}+\frac{s_8C_8^{AB}}{r^8+\ell^8}\right],\qquad \ell=a_1\sqrt{C_8^{AB}/C_6^{AB}}+a_2 ,$$

with $r=r_{AB}$. The three-body term is left out. The coordination number of atom $A$ is

$$N_A=\sum_{B\ne A}n(r_{AB}),\quad n(r)=\frac1{1+e^{-k_1(r_0/r-1)}},\quad r_0=k_2(R_A+R_B),$$

with covalent radii $R$, $k_1=16$ and $k_2=4/3$. Each element has reference environments $i$ with coordination numbers $N_i$, and each pair of references has a coefficient $C_{ij}$. Then

$$C_6^{AB}=\frac{\sum_{ij}C_{ij}L_{ij}}{\sum_{ij}L_{ij}},\quad L_{ij}=e^{-k_3[(N_A-N_i)^2+(N_B-N_j)^2]},\quad k_3=4,$$

$$C_8^{AB}=3C_6^{AB}\sqrt{Q_AQ_B},\qquad Q=\tfrac12\sqrt Z\,\rho,\qquad \rho=\frac{\langle r^4\rangle}{\langle r^2\rangle}.$$

The examples use hydrogen with round model values: $R=0.60$ bohr, $a_1=0.4$, $a_2=4.5$ bohr, $s_6=s_8=1$. They are not the parameters of a named functional.

## Where C6 and C8 come from

Take two one-electron atoms in $s$ states, with nuclei a distance $R$ apart along $z$ and electrons at $\mathbf r_1,\mathbf r_2$ from their own nuclei. Define $H_l(\mathbf s)=s^lP_l(\cos\theta)$, so that $1/|R\hat z-\mathbf s|=\sum_lH_l(\mathbf s)/R^{l+1}$ for $s<R$. When $R$ is large compared with the atoms, the four Coulomb terms give

$$V=\sum_l\frac{H_l(\mathbf r_1-\mathbf r_2)-H_l(\mathbf r_1)-H_l(-\mathbf r_2)}{R^{l+1}}+\frac1R .$$

The $l=0$ terms cancel against $1/R$, and the $l=1$ terms cancel because $H_1$ is linear. For $l=2$, $H_2=(3z^2-s^2)/2$ leaves the cross terms

$$V_3=x_1x_2+y_1y_2-2z_1z_2 .$$

Averaging over both directions with $\langle x_ix_j\rangle=\delta_{ij}r^2/3$ gives $\langle V_3^2\rangle=(1+1+4)r_1^2r_2^2/9=\tfrac23r_1^2r_2^2$.

For $l=3$ the pure cubic terms cancel, leaving

$$V_4=-(\mathbf r_2\cdot\nabla)H_3(\mathbf r_1)+(\mathbf r_1\cdot\nabla)H_3(\mathbf r_2).$$

Its square needs the average of $|\nabla H_l|^2$. Since $\nabla^2H_l=0$, $\nabla^2(H_l^2)=2|\nabla H_l|^2$. The directional average of $H_l^2$ is $r^{2l}/(2l+1)$, and $\nabla^2r^{2l}=2l(2l+1)r^{2l-2}$. Hence

$$\langle|\nabla H_l|^2\rangle=l\,r^{2l-2}. \tag{1}$$

The first term of $V_4$ contributes $(r_2^2/3)(3r_1^4)$, the second the same with labels exchanged. Their product is odd in $\mathbf r_1$ and averages to zero. So $\langle V_4^2\rangle=r_1^4r_2^2+r_1^2r_2^4$.

Let $s_{l,i}=|\langle i|H_l|0\rangle|^2$ be the strength of excitation $i$, with energy $\Delta_{l,i}$. The mean square of $H_l$ contains $1/(2l+1)$, so a squared radial matrix element of $r^l$ equals $(2l+1)s_{l,i}$. Summing second-order perturbation theory over magnetic sublevels replaces the angular factors by the averages above. The prefactors are $\tfrac23\cdot3\cdot3=6$ for dipole–dipole and $3\cdot5=15$ for each dipole–quadrupole term:

$$C_6=6\sum_{ij}\frac{s^A_{1i}s^B_{1j}}{\Delta^A_{1i}+\Delta^B_{1j}},\qquad C_8=15\sum_{ij}\left[\frac{s^A_{1i}s^B_{2j}}{\Delta^A_{1i}+\Delta^B_{2j}}+\frac{s^A_{2i}s^B_{1j}}{\Delta^A_{2i}+\Delta^B_{1j}}\right].$$

The product $V_3V_5$ is also of order $R^{-8}$. It vanishes because $V_3$ excites $(l_1,l_2)=(1,1)$, whereas $V_5$ excites $(1,3)$, $(2,2)$ and $(3,1)$.

With $\alpha_l(i\omega)=\sum_i2s_{l,i}\Delta_{l,i}/(\Delta_{l,i}^2+\omega^2)$ and

$$\int_0^\infty\frac{ab\,d\omega}{(a^2+\omega^2)(b^2+\omega^2)}=\frac{\pi}{2(a+b)},$$

each product of polarizabilities integrates to $2\pi\sum ss'/(\Delta+\Delta')$. Therefore

$$C_6=\frac3\pi\int_0^\infty\alpha_1^A\alpha_1^B\,d\omega,\qquad C_8=\frac{15}{2\pi}\int_0^\infty(\alpha_1^A\alpha_2^B+\alpha_2^A\alpha_1^B)\,d\omega .$$

For spherical many-electron atoms the multipole operators become sums over electrons, and rotational symmetry leaves the prefactors unchanged.

## The moment ratio and its test on hydrogen

By completeness the total strength in a one-electron $s$ state is $S_l=\langle H_l^2\rangle=\langle r^{2l}\rangle/(2l+1)$. Suppose the dipole and quadrupole excitations of an atom share one energy. Their polarizabilities then have the same frequency dependence, and

$$\frac{\alpha_2}{\alpha_1}=\frac{S_2}{S_1}=\frac35\rho .$$

Inserting this in the integral for $C_8$ and using $\int\alpha_1^A\alpha_1^B\,d\omega=\pi C_6/3$,

$$C_8=\frac{15}{2\pi}\cdot\frac35(\rho_A+\rho_B)\cdot\frac{\pi}{3}C_6=\frac32(\rho_A+\rho_B)\,C_6 .$$

For like atoms this is $3\rho C_6$. D3 keeps the form but makes two changes: the arithmetic mean becomes a geometric one, which is never larger, and $\rho$ is multiplied by the empirical factor $\tfrac12\sqrt Z$. The derivation does not supply that factor.

Hydrogen has $\langle r^2\rangle=3$ and $\langle r^4\rangle=22.5$, so $\rho=7.5$ bohr². A converged sum over states gives $C_6=6.499$ and $C_8=124.40$, a ratio of $19.14$ bohr² (nonrelativistic, fixed nuclei).

- Common energy: $3\rho=22.5$, which is 17.5% above the accurate ratio.
- D3 formula with these exact moments: $Q=3.75$ and $3Q=11.25$, which is 41% below it. With the accurate $C_6$ this gives $C_8=73.1$.

The first error can be traced. Give each multipole its own mean energy $\Delta_l$. The sums above reduce to single terms:

$$\frac{C_8}{C_6}=\frac{30S_1S_2/(\Delta_1+\Delta_2)}{6S_1^2/(2\Delta_1)}=5\frac{S_2}{S_1}\,\frac{2\Delta_1}{\Delta_1+\Delta_2}=3\rho\,\frac{2\Delta_1}{\Delta_1+\Delta_2}.$$

The energies follow from the double commutator and (1): $\sum_is_{l,i}\Delta_{l,i}=\tfrac12\langle|\nabla H_l|^2\rangle=\tfrac l2\langle r^{2l-2}\rangle$. Dividing by $S_l$,

$$\Delta_l=\frac{l(2l+1)\langle r^{2l-2}\rangle}{2\langle r^{2l}\rangle},\qquad \Delta_1=\frac{3}{6}=0.5,\qquad \Delta_2=\frac{10\cdot3}{45}=0.667 .$$

The correction factor is $1/1.167=0.857$ and the ratio becomes $19.29$, within 0.8% of the accurate value. The separate coefficients are less accurate: the same mean energies give $C_6=6.00$ and $C_8=115.7$, both 7–8% too low, and these errors largely cancel in the ratio. In hydrogen the quadrupole excitations lie higher on average, so the common-energy assumption overestimates the ratio $C_8/C_6$.

The D3 error has the opposite sign and comes from the empirical factor, which is $\tfrac12$ at $Z=1$; with exact moments hydrogen would need $0.85$. Moments taken from an approximate electron density would shift both numbers. The fitted $s_8$ and $a_1$ can together absorb a common factor in the ratios $C_8/C_6$ of all elements, but not one that differs between elements. The damage fades with distance: at 10 bohr, undamped, the $C_8$ term adds 11% to the $C_6$ term instead of 19%, so the sum of the two is about 7% too small.

## Reference coefficients and what the interpolation does

Hydrogen gets two references. The free atom has $N_f=0$ and the accurate $\alpha_1(i\omega)$. The bound atom is half of an H₂ molecule at 1.4 bohr, with

$$N_b=\frac{1}{1+e^{-16(1.6/1.4-1)}}=0.9077 .$$

Its polarizability is half the orientational mean from time-dependent Hartree–Fock in the aug-cc-pVTZ basis; the static molecular components are $4.63$ across and $6.45$ along the bond. This level omits electron correlation in the molecule and has a finite-basis error. The Casimir–Polder integral gives $C_{ff}=6.499$, $C_{fb}=4.292$ and $C_{bb}=2.884$.

The double Gaussian factorises, $L_{ij}=G_i(N_A)G_j(N_B)$, and so does its normalisation. With $w_i=G_i/\sum_kG_k$,

$$C_6^{AB}=\sum_{ij}w_i(N_A)\,C_{ij}\,w_j(N_B). \tag{2}$$

Because $C_{ij}$ is bilinear in the reference polarizabilities, (2) is the Casimir–Polder coefficient of atoms with polarizability $\sum_iw_i\alpha_i$. The weights are positive and sum to one, so $C_6$ stays within the range of the reference values.

For two references at $0$ and $b$ the quadratic terms in $N$ cancel in the ratio of Gaussians, since $N^2-(N-b)^2=2b(N-b/2)$:

$$w_b(N)=\frac1{1+e^{-2k_3b(N-b/2)}} .$$

This logistic function does not reach 0 at $N=0$ or 1 at $N=b$. With $b=0.9077$ the wrong reference keeps a weight $1/(1+e^{k_3b^2})=0.036$ at either end. Two free atoms therefore get $C_6=6.342$ instead of $6.499$ (2.4% low), and two bound atoms $2.986$ instead of $2.884$ (3.5% high). The scheme is a weighted average, not an interpolation through its data. An implementation should be checked against these averaged values, not against the reference table.

## Gradient

The ratio $C_8/C_6=3\sqrt{Q_AQ_B}\equiv q$ does not depend on the geometry, hence neither does $\ell$. The energy collapses to

$$E=-\frac12\sum_{A\ne B}C_6^{AB}g(r_{AB}),\qquad g(r)=\frac{s_6}{r^6+\ell^6}+\frac{s_8q}{r^8+\ell^8}.$$

Atom $A$ appears as first and as second index, which cancels the factor $\tfrac12$:

$$D_A\equiv\frac{\partial E}{\partial N_A}=-\sum_{B\ne A}g(r_{AB})\sum_{ij}w_i'(N_A)\,C_{ij}\,w_j(N_B).$$

Differentiating $w_i=G_i/\sum_kG_k$ with $G_i'=u_iG_i$ and $u_i=-2k_3(N_A-N_i)$ gives $w_i'=w_i(u_i-\sum_kw_ku_k)$. The distance $r_{AB}$ enters $g$ directly and also enters both $N_A$ and $N_B$, so its total coefficient is

$$F_{AB}=-C_6^{AB}g'(r_{AB})+(D_A+D_B)\,n'(r_{AB}),\qquad \nabla_AE=\sum_{B\ne A}F_{AB}\frac{\mathbf r_A-\mathbf r_B}{r_{AB}} . \tag{3}$$

```
for each pair A<B:            # pass 1
    N[A] += n(r);  N[B] += n(r)
for each atom A:
    z[i] = -k3*(N[A]-Nref[i])^2
    G[i] = exp(z[i] - max(z))
    w[A] = G/sum(G);  dw[A] = w*(u - sum(w*u))
for each pair A<B:            # pass 2
    C6 = w[A].C.w[B]
    E    -= C6*g(r)
    D[A] -= (dw[A].C.w[B])*g(r)
    D[B] -= (w[A].C.dw[B])*g(r)
    F[A,B] = -C6*g'(r)
for each pair A<B:            # pass 3
    t = F[A,B] + (D[A]+D[B])*n'(r)
    grad[A] += t*(rA-rB)/r;  grad[B] -= t*(rA-rB)/r
```

The passes over pairs cost $O(N_{\rm at}^2)$, with a factor $M^2$ in pass 2 for $M$ references per element. Differentiating each pair's $C_6$ with respect to every neighbour would cost $O(N_{\rm at}^3)$; accumulating $D_A$ first removes one power. Adding the direct part to the gradient in pass 2 avoids storing $F$.

The shift by `max(z)` matters. At $N=16$ both hydrogen Gaussians underflow in double precision and the unshifted average is $0/0$. The shifted form gives the bound reference a weight of 1 to rounding.

Formula (3) was tested on five hydrogen atoms without symmetry, against central differences of an energy coded with the unfactorised double sum. Halving the step reduced the error by a factor of $4.000$, as expected for a leading error of second order. After extrapolation the largest deviation was $10^{-11}$ hartree/bohr, against a largest gradient component of $2\times10^{-3}$.

## Smooth, but steep

For distinct nuclei and no cutoffs, $n(r)$ is infinitely differentiable, the weights are ratios of exponential sums with positive denominators, and $g$ has no singularity. The energy is therefore infinitely differentiable. That does not make it slowly varying. From the definition of $n$,

$$n'(r)=-\frac{k_1r_0}{r^2}\,n(1-n),\qquad n'(r_0)=-\frac{k_1}{4r_0}=-2.5\ \text{bohr}^{-1},$$

so the step has a width of about $4r_0/k_1=0.4$ bohr: between 1.4 and 1.8 bohr $n$ falls from 0.91 to 0.14. Stretching H₂ shows the effect ($E$ in microhartree, derivatives in microhartree/bohr):

| $r$/bohr | $C_6$ | $E$ | direct | coordination |
|---|---|---|---|---|
| 1.4 | 2.99 | −99.9 | 0.06 | −26.3 |
| 1.6 | 4.20 | −140.4 | 0.17 | −514.1 |
| 2.0 | 6.29 | −210.3 | 0.80 | −11.3 |
| 3.0 | 6.34 | −209.1 | 6.32 | −0.06 |
| 6.0 | 6.34 | −96.9 | 57.0 | 0.00 |

The entry at 1.6 bohr can be rebuilt by hand. There $N=0.5$, so $w_b=0.583$ and $dw_b/dN=2k_3b\,w_b(1-w_b)=1.765$. Multiplying by $n'=-2.5$ gives $dw_b/dr=-4.41$ bohr⁻¹. From (2) with equal weights on both atoms,

$$\frac{dC_6}{dw_b}=2\left[-(1-w_b)C_{ff}+(1-2w_b)C_{fb}+w_bC_{bb}\right]=-3.48 ,$$

so $dC_6/dr=15.37$ per bohr. With $g=140.4/4.197=33.45$ microhartree per unit of $C_6$, $-g\,dC_6/dr=-514$ microhartree/bohr.

The sign has a plain meaning. As the bond opens, the atoms are reclassified as free and more polarizable, and the correction rewards this by pushing them apart. The ordinary attraction balances the push at 2.28 bohr, where the dispersion energy alone has a minimum. Between 1 and 6 bohr the largest curvature is about 4350 microhartree/bohr², against 31 with $C_6$ frozen at its free-atom value. The curvature also varies quickly, from a negative extreme near 1.56 bohr to a positive one near 1.68 bohr, so numerical Hessians need small displacements. Where the curvature is largest, a central difference of gradients with a displacement of 0.1 bohr misses more than half of it, while 0.01 bohr leaves an error of about 1%. A transition state with a half-formed bond can lie inside this steep region.

The limits are harmless. As $r\to0$, $n\to1$ and $g$ tends to a constant, so this pair energy stays finite. As $r\to\infty$ it tends to $-6.342/r^6$.

## Cutoffs

A sharp pair cutoff destroys the smoothness. For two hydrogen atoms at 20 bohr the energy jumps by $0.10$ microhartree. A central difference across the jump contains $\Delta E/2h$, which grows tenfold when $h$ shrinks tenfold, while the analytic gradient does not see the jump. One cure is to multiply the pair energy by $S(x)=1-10x^3+15x^4-6x^5$, with $x$ running from 0 to 1 across a switching interval. Since $S'=-30x^2(1-x)^2$, the first and second derivatives of $S$ vanish at both ends. The term with $S'$ belongs in the gradient, and $D_A$ must use the switched $g$.

The coordination sum has a subtler fault: $n(r)$ tends to $1/(1+e^{16})=1.1\times10^{-7}$, not to zero. In a crystal the number of atoms within a radius $R_c$ grows as $R_c^3$, so $N_A$ has no limit. A simple cubic lattice with spacing 4 bohr and the hydrogen radii gives $N_A=0.0009$, $0.0019$ and $0.0069$ at cutoffs of 20, 40 and 80 bohr. The numbers are small, but enlarging the cutoff does not converge them. The coordination cutoff is thus part of the model: fix it, report it, and switch $n$ smoothly to zero there.

## Worked case: H₂ and a hydrogen atom

Place three atoms on a line at $x=0$, $1.4$ and $5.4$ bohr. Atoms 1 and 2 have $N=0.908$; atom 3 has $N=0.00008$. For pair 23, $C_6=4.319$ and $C_8=11.25\times4.319=48.59$. With $\ell=0.4\sqrt{11.25}+4.5=5.842$ bohr,

$$E_{23}=-\frac{4.319}{4^6+\ell^6}-\frac{48.59}{4^8+\ell^8}=-(98.5+34.2)=-132.7\ \text{microhartree}.$$

Pair 13 gives $-90.3$ and pair 12 gives $-99.9$. The total is $-322.9$ microhartree, or $-8.79$ meV, of which $-223.0$ microhartree acts between molecule and atom. This is the dispersion correction alone, not an interaction energy.

The gradient components along $x$, in microhartree/bohr, are:

| atom | direct | coordination | total |
|---|---|---|---|
| 1 | −40.7 | 57.1 | 16.4 |
| 2 | −16.9 | −57.1 | −74.0 |
| 3 | 57.6 | −0.01 | 57.6 |

Each column sums to zero within rounding, as translation invariance requires. Omitting the coordination part would reverse the sign of the force on atom 1. That part is also more than twice the $26.3$ of isolated H₂ at the same bond length: $D_1$ and $D_2$ now include the pairs with atom 3, so a distant atom changes the force along the bond. The correction is a sum over pairs in form, but a many-body function of the geometry.

## Where the model itself fails

Coordination numbers see positions, not electrons. A bare proton far from other atoms has $N=0$ and receives the same $C_6$ as a neutral free atom, although it has no electron to polarise. Telling charge states apart at the same geometry requires coefficients that depend on more than the positions. An atom coordinated well above all its references keeps the coefficients of the highest one, however compressed its surroundings. Correct gradients cure neither fault; they ensure that the forces belong to the energy the model defines.

The numerical output below lists more points of the stretch and further intermediate values.

## Computed values

```
H atom <r^2>, <r^4>: 3.0000 bohr^2, 22.5000 bohr^4; ratio 7.5000 bohr^2
H atom static alpha1, alpha2: 4.50000, 15.00000 a.u.
H atom C6, C8: 6.49903, 124.3991 a.u.
C8/C6 accurate: 19.1412 bohr^2
C8/C6 closure: 22.5000 bohr^2, error 17.55 %
C8/C6 two-energy: 19.2857 bohr^2, error 0.76 %
C8/C6 D3: 11.2500 bohr^2, error -41.23 %
D3 C8 from accurate C6: 73.114 a.u.; Q(H) = 3.7500 bohr^2
prefactor replacing 1/2 to fit H: 0.8507
mean energies dipole, quadrupole: 0.50000, 0.66667 hartree
H2 TDHF/aug-cc-pVTZ alpha perp, par: 4.6304, 6.4455 a.u.
model: R_cov 0.60, r0 1.60, H2 bond 1.40 bohr
damping: a1 0.4, a2 4.5 bohr, s6 1.0, s8 1.0; length f 5.8416 bohr
reference CN free, bound: 0.0000, 0.9077
reference C6 ff, fb, bb: 6.4990, 4.2919, 2.8839 a.u.
wrong-reference weight at CN=0: 0.03572; at bound CN: 0.03572
interpolated C6 at free, bound CN: 6.3424, 2.9855 a.u.
naive Gaussian sum at CN=16: 0.0; stable bound weight 1.000000
counting slope at r0: -2.5000 per bohr
H2 stretch: r/bohr, CN, C6/a.u., E/microhartree,
  direct and coordination parts of dE/dr in microhartree/bohr
  1.0  0.99993  2.9366  -98.259  0.011  -0.022
  1.4  0.90769  2.9855  -99.884  0.063  -26.313
  1.6  0.50000  4.1971  -140.391  0.173  -514.091
  1.8  0.14458  6.0838  -203.434  0.454  -87.517
  2.0  0.03917  6.2937  -210.326  0.802  -11.342
  2.5  0.00314  6.3389  -211.071  2.512  -0.475
  3.0  0.00057  6.3417  -209.071  6.318  -0.059
  4.0  0.00007  6.3423  -194.878  24.908  -0.004
  6.0  0.00001  6.3423  -96.916  56.985  -0.000
dispersion minimum on stretch: r 2.2804 bohr, E -211.315 microhartree
peak |E''| interpolated, frozen C6: 4347.46, 31.29 microhartree/bohr^2
5-atom gradient: max error 9.5e-12 hartree/bohr; error ratio on halving step 4.000
5-atom largest coordination, total gradient: 2060.892, 2051.361 microhartree/bohr
energy jump at 20 bohr pair cutoff: 0.1018 microhartree
counting function at infinity: 1.1254e-07
cubic lattice, spacing 4.0 bohr, CN at cutoffs 20, 40, 80 bohr:
  0.000925, 0.001876, 0.006858
H2 + H, x/bohr: 0.00, 1.40, 5.40
  CN: 0.907700, 0.907755, 0.000081
  pair 12: C6 2.9855, C8 33.5869 a.u., E -99.883 microhartree
  pair 13: C6 4.3194, C8 48.5928 a.u., E -90.305 microhartree
  pair 23: C6 4.3193, C8 48.5924 a.u., E -132.719 microhartree
  total E: -322.907 microhartree = -8.7867 meV
  direct dE/dx, microhartree/bohr: -40.678, -16.901, 57.579
  coordination dE/dx, microhartree/bohr: 57.091, -57.085, -0.006
```
